# Norm conservation and cubic phase error of Crank-Nicolson electron propagation

A boron ion implanted into silicon at 50 keV covers about 9.4 angstrom in a femtosecond. Not all the electrons it passes can settle into the ground state around it in so short a time. One way to follow their response is in real time, by advancing the electronic state through many short steps. Two kinds of error can build up on the way. Electrons may be lost or created by the arithmetic, and the state may keep its norm while its parts oscillate at slightly wrong frequencies. The Crank-Nicolson step removes the first error for a Hermitian Hamiltonian and leaves the second, whose size can be derived.

In atomic units the equation of motion is $i\,d\psi/dt=H\psi$. Let $\psi$ be a column of amplitudes in a finite orthonormal basis, or on a uniform grid, so that $H$ is a finite matrix and $\|\psi\|^2=\langle\psi|\psi\rangle$ is the electronic norm. Integrating over one step $\Delta t$ gives $i(\psi'-\psi)=\int H\psi\,dt$, where $\psi$ is the old state and $\psi'$ the new one. Crank-Nicolson replaces the integrand by $H$ acting on the average of the two states:

$$
i(\psi'-\psi)=\Delta t\,H\,\frac{\psi'+\psi}{2}.
$$

Collecting $\psi'$ on the left and writing $A=H\Delta t/2$ gives

$$
(1+iA)\psi'=(1-iA)\psi .
$$

This is a linear system for $\psi'$, and it must first be shown to have a solution. For Hermitian $H$ and real $\Delta t$, $A$ is Hermitian. For any vector $\chi$,

$$
\|(1\pm iA)\chi\|^2=\|\chi\|^2\pm i\langle\chi|A\chi\rangle\mp i\langle A\chi|\chi\rangle+\|A\chi\|^2
=\|\chi\|^2+\|A\chi\|^2 ,
$$

because the two middle terms cancel when $\langle A\chi|\chi\rangle=\langle\chi|A\chi\rangle$. The right side vanishes only for $\chi=0$, so $1+iA$ is invertible, whatever the size of $\Delta t$. The same line shows that $1+iA$ never shortens a vector, so its inverse never lengthens one.

For the norm, define the average $\varphi=(\psi'+\psi)/2$ and the difference $d=\psi'-\psi$. Then $\psi'=\varphi+d/2$ and $\psi=\varphi-d/2$. In the difference of squared norms the terms $\|\varphi\|^2$ and $\|d\|^2/4$ cancel, and the cross terms add:

$$
\|\psi'\|^2-\|\psi\|^2=2\,\mathrm{Re}\langle\varphi|d\rangle .
$$

The step itself says that $d=-i\Delta t\,H\varphi$. Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,

$$
\|\psi'\|^2-\|\psi\|^2=2\Delta t\,\mathrm{Im}\langle\varphi|H|\varphi\rangle .
$$

A Hermitian matrix has real expectation values, so the right side is zero and the norm is preserved. No expansion in $\Delta t$ was made, so the result holds for long steps as well as short ones.

The balance used Hermiticity only in its last line, so it also describes other Hamiltonians for which the step exists. With an absorbing term, $H=H_0-iW$, where $H_0$ and $W$ are Hermitian and $W$ has no negative eigenvalue, the squared norm changes by $-2\Delta t\langle\varphi|W|\varphi\rangle$. For short steps this approximates the loss that the absorber is meant to produce.

The converse holds too. Adding $\psi$ to $\psi'=(1+iA)^{-1}(1-iA)\psi$ gives $\psi'+\psi=2(1+iA)^{-1}\psi$, so $\varphi=(1+iA)^{-1}\psi$ runs over every vector as $\psi$ does. If the norm is kept for all $\psi$ with $\Delta t\neq0$, the Hermitian matrix $K=(H-H^\dagger)/(2i)$ has $\langle\varphi|K|\varphi\rangle=0$ for every $\varphi$. All its eigenvalues are then zero, hence $K=0$ and $H=H^\dagger$.

With several occupied orbitals, the orthogonality of the orbitals matters as well. Let $U=(1+iA)^{-1}(1-iA)$. Norm conservation means that the Hermitian matrix $U^\dagger U-1$ has zero expectation value in every vector, so by the same argument it is zero. Orbitals advanced with the same $U$ therefore keep all their mutual inner products.

The proof needs one Hermitian matrix per step, on both sides of the equation. It does not need that matrix to stay the same from one step to the next. For a moving ion one may use $H$ at the middle of the step. If instead the old matrix stands on the right and the new one on the left,

$$
(1+iA_{n+1})\psi_{n+1}=(1-iA_n)\psi_n ,
$$

taking norms of both sides and using the identity for $\|(1\pm iA)\chi\|^2$ gives

$$
\|\psi_{n+1}\|^2+\|A_{n+1}\psi_{n+1}\|^2=\|\psi_n\|^2+\|A_n\psi_n\|^2 .
$$

This sum is conserved, but the norm alone can change while the Hamiltonian changes.

An unfinished linear solve also breaks the result. Suppose the solver returns $\tilde\psi$ with residual $r=(1+iA)\tilde\psi-(1-iA)\psi$. Subtracting the equation for $\psi'$ gives $\tilde\psi-\psi'=(1+iA)^{-1}r$, whose length is at most $\|r\|$. The norm error is therefore at most $\|r\|$, and the solver's own residual controls it.

Now take a constant Hermitian $H$ and an eigenstate with $H\psi=E\psi$. Put $x=E\Delta t$, which becomes $E\Delta t/\hbar$ in ordinary units. The step multiplies the state by

$$
g=\frac{1-ix/2}{1+ix/2}.
$$

The denominator has modulus $\sqrt{1+x^2/4}$ and argument $\arctan(x/2)$. The numerator is its complex conjugate, with the same modulus and the opposite argument. Hence

$$
g=e^{-2i\arctan(x/2)},\qquad |g|=1,
$$

while exact evolution multiplies the state by $e^{-ix}$. Define the phase error as numerical phase minus exact phase, followed continuously from $\Delta t=0$:

$$
\delta(x)=x-2\arctan\frac{x}{2}.
$$

Its derivative is

$$
\delta'(x)=1-\frac{1}{1+x^2/4}=\frac{x^2/4}{1+x^2/4}.
$$

To bound it, set $u=x^2/4$ and write $u/(1+u)=u-u^2/(1+u)$. For $u>0$ this lies between $u-u^2$ and $u$. Integrating from $0$ to $x>0$, with $\delta(0)=0$, gives

$$
\frac{x^3}{12}-\frac{x^5}{80}<\delta(x)<\frac{x^3}{12}.
$$

Since $\delta$ is odd, the inequalities reverse for negative $x$. Dividing by $x^3$ and letting $x\to0$ shows that $\delta/x^3\to1/12$. For fixed $E\neq0$ the one-step error is thus cubic in $\Delta t$,

$$
\delta\simeq\frac{E^3\Delta t^3}{12},
$$

and for $E=0$ it vanishes.

The error has the sign of $E$, so it opposes the exact phase $-E\Delta t$: the numerical state turns too slowly, whether its energy is positive or negative. Equivalently, the scheme evolves the state with the energy

$$
E_{\rm CN}=\frac{2}{\Delta t}\arctan\frac{E\Delta t}{2}=E-\frac{\delta}{\Delta t}\simeq E-\frac{E^3\Delta t^2}{12},
$$

which lies closer to zero than $E$ does. Over a fixed time $T=N\Delta t$ the phase error grows to $N\delta\simeq TE^3\Delta t^2/12$. Cubic error per step has become quadratic error per simulation, because halving the step doubles the number of steps.

An electron on a one-dimensional grid shows both results. The grid has 101 points spaced by 0.2 angstrom, and the potential is a Gaussian well 20 eV deep with a width parameter of 1 angstrom. A random initial state was advanced by 1000 steps of 0.01 fs, and its squared norm drifted by at most $3.6\times10^{-14}$, which is rounding error. The lowest level of this grid lies at $-14.56$ eV (finer grids give $-14.55$ eV). Against the matrix exponential, its one-step phase error is $-8.96\times10^{-4}$ rad at 0.01 fs and $-1.126\times10^{-4}$ rad at half that step. The ratio is 7.96, an order of 2.992. The small shortfall from 3 comes from the next term of the series. Since $\delta\simeq(x^3/12)(1-3x^2/20)$, halving the step gives the ratio $8(1-9x^2/80)$ to this order, which is 7.96 for $|x|=0.22$.

The top of the same spectrum shows what the norm cannot reveal. The highest grid level is at 380.5 eV, where a step of 0.01 fs gives $x=5.78$. The phase error is then 3.3 rad in a single step, so the phase is useless although the norm is still kept. The cubic estimate, 16.1 rad, fails as well, because $x$ is not small. As $x\to\infty$ the factor $g$ tends to $-1$: the numerical phase cannot advance by more than $\pi$ per step, however high the energy. A conserved norm is therefore no evidence that the step is short enough.

A single overall phase is not observable, but the relative phase of two levels is, since it sets the oscillation of the charge density. Consider a superposition of levels $E_a<E_b$ under constant $H$. Both populations are preserved because $|g|=1$ for each level. The error of the relative phase per step is

$$
\delta(x_b)-\delta(x_a)\simeq\frac{(E_b^3-E_a^3)\Delta t^3}{12}.
$$

This depends on where the zero of energy is placed. In exact evolution, adding a constant to $H$ multiplies the whole state by one common phase and changes no observable. In Crank-Nicolson evolution it changes the error. Let $c$ be the midpoint of $x_a$ and $x_b$, and $w=x_b-x_a$ their fixed separation. Then

$$
R(c)=\int_{c-w/2}^{c+w/2}\delta'(x)\,dx,\qquad
\frac{dR}{dc}=\delta'(c+w/2)-\delta'(c-w/2).
$$

The function $\delta'$ is even and grows with $|x|$. For $c>0$ the upper end of the window is farther from zero than the lower end, so $R$ increases with $c$; for $c<0$ it decreases. The error is smallest at $c=0$, with the energy zero midway between the two levels. With more than two levels, one constant cannot centre every pair.

For the boron ion, take a path of 100 angstrom. At 9.366 angstrom/fs the flight lasts 10.68 fs, or 1068 steps of 0.01 fs. Let the two levels lie at $-12$ and $+4$ eV, measured from the top of the valence band. With $\hbar=0.658$ eV fs, the lower level has

$$
x_a=\frac{-12\times0.01}{0.658}=-0.182,
$$

and the upper level has $x_b=0.061$. Their one-step errors are $-5.025\times10^{-4}$ and $1.87\times10^{-5}$ rad. The lower level is three times as far from zero and carries about 27 times the error, as a cubic law requires. Over the flight the relative phase error is

$$
1068\times(1.87\times10^{-5}+5.025\times10^{-4})=0.557\ \text{rad}.
$$

The cubic law alone gives 0.559 rad, about 0.5 percent more. In energy terms, the scheme places the lower level 0.033 eV too high ($1.2\times10^{-3}$ hartree). That looks harmless beside 12 eV, but it acts throughout the flight.

Adding 4 eV to the Hamiltonian puts the levels at $\pm8$ eV. At the same time step the error falls to 0.319 rad, at no cost. The cubic law predicts this gain: $E_b^3-E_a^3$ drops from $64+1728=1792$ to $2\times512=1024$ eV$^3$, a factor of 0.57. To bring the error down to $\epsilon=0.01$ rad with this centred zero, solve $\epsilon=T(E_b^3-E_a^3)\Delta t^2/(12\hbar^3)$ for the step:

$$
\Delta t=\sqrt{\frac{12\,\epsilon\,\hbar^3}{T(E_b^3-E_a^3)}}
=\sqrt{\frac{12\times0.01\times0.658^3}{10.68\times1024}}\ \text{fs}=0.00177\ \text{fs}.
$$

This needs 6036 steps instead of 1068. The rule holds for constant $H$, small $x$ and this pair of levels.

The ion makes the Hamiltonian change with time, and this can be examined in the same two-level model. Let the ion pass at $t=0$ with speed $v$, and add to the two level energies the matrix

$$
-V_0\,e^{-(vt/a)^2/2}\begin{pmatrix}1&0.5\\0.5&0.5\end{pmatrix},\qquad V_0=5\ \text{eV},\quad a=1\ \text{angstrom}.
$$

The electron starts in the lower level, and the passage is followed for 2 fs. To first order, the attraction advances the phase of that level by the time integral of $V_0e^{-(vt/a)^2/2}/\hbar$, which is

$$
\frac{V_0a\sqrt{2\pi}}{\hbar v}=\frac{5\times1\times2.507}{0.658\times9.366}=2.03\ \text{rad}.
$$

An adaptive integration of the full model gives 2.14 rad. The upper level is pulled half as strongly, so to first order its phase advances by half as much, and the relative phase of the two levels changes by about 1.0 rad. The coupling between the levels pushes them apart during the passage and raises the change to about 1.2 rad in the full model. One close passage thus outweighs the numerical error of the whole flight, which is 0.557 rad with the original energy zero. This is physics that a constant $H$ omits, and a simulation must carry it in $H(t)$.

With the midpoint matrix and steps of 0.01 fs, the squared norm drifts by $2.2\times10^{-15}$ during the passage. With different matrices at the two ends of each step it departs from one by as much as $8.9\times10^{-3}$. In this model the departure is transient. Once the ion has gone and $\|A\psi\|^2$ is back near its first value, the conserved sum returns the squared norm to within $10^{-6}$ of one. The peak also depends on the energy zero, and is $6.5\times10^{-3}$ with the centred one. Halving the midpoint step reduces the error of the final state by a factor of 3.98. That error is almost all the overall phase of the lower level, so sampling $H(t)$ at the start of each step gives the same 3.98. With the overall phase removed, the factor is 3.95 for the midpoint matrix, as expected of a second-order method, and 2.4 for the matrix at the start of the step. The final population of the upper level is $9.0\times10^{-5}$, against a reference of $9.8\times10^{-5}$, a relative error of about 9 percent. The exact populations found earlier relied on a constant $H$; when $H$ drives transitions, a conserved total norm does not guarantee the right division between levels. Sampling $H(t)$ once per step is not the cause here. The exact exponential of the same midpoint matrix gives the population to 0.1 percent, so the error comes from the Crank-Nicolson step itself, and with the centred energy zero it falls to about 4 percent.

Several inputs are rough when set beside a real implantation. The two levels stand approximately for the bottom of silicon's valence band and a state in its conduction bands. The strength and reach of the ion's pull are model values. One assumption that fails severely is that the two levels stay coherent for the whole flight. A hole so deep in the valence band is filled by other electrons; for a rough width of 1 eV its lifetime is 0.66 fs, and its chance of surviving the flight is about $10^{-7}$. Within one lifetime the phase error at 0.01 fs is about $0.557\times0.66/10.68=0.034$ rad, so the 0.557 rad measures the numerical method rather than a phase one could observe in silicon. For longer-lived states, thermal movement of the levels matters: a rough 0.05 eV change in their separation, lasting throughout the flight, gives 0.81 rad, more than the numerical error of 0.557 rad found above. Slowing of the ion, at a rough 30 eV per angstrom, lengthens the flight by 1.5 percent and raises the accumulated error in the same proportion. The numerical output gives the values behind these comparisons.

## Values computed for the example and the checks

```
Grid spacing: 0.2 angstrom
Grid points: 101
Well depth: 20.0 eV
Well width parameter: 1.0 angstrom
Grid steps taken: 1000
Largest squared-norm drift on grid: 3.6e-14
Lowest grid level: -14.5634 eV
One-step phase error, lowest level, dt=0.01 fs: -8.9605e-04 rad
One-step phase error, lowest level, dt=0.005 fs: -1.1262e-04 rad
One-step phase error, lowest level, dt=0.0025 fs: -1.4097e-05 rad
Measured one-step order: 2.992
Highest grid level: 380.5 eV
x = E dt/hbar at highest level: 5.781
True phase error at highest level: 3.305 rad
Cubic estimate at highest level: 16.10 rad
Boron ion energy: 50 keV
Boron ion mass: 11 u
Path in silicon: 100 angstrom
Ion speed: 9.366 angstrom/fs
Flight time: 10.677 fs
Lower level: -12.0 eV
Upper level: 4.0 eV
Time step: 0.010 fs
Number of steps: 1068
x at lower level: -0.18231
x at upper level: 0.06077
One-step phase error, lower level: -5.0247e-04 rad
One-step phase error, upper level: 1.8692e-05 rad
Lower level as seen by the scheme: -11.9669 eV
Shift of lower level: 0.0331 eV
Same shift: 1.215e-03 hartree
Relative phase error over flight, direct: 0.5566 rad
Relative phase error over flight, cubic law: 0.5593 rad
Best shift of energy zero from scan: 4.0 eV
Relative phase error with best zero: 0.3189 rad
Chosen phase error budget: 0.01 rad
Largest step for budget, best zero: 0.00177 fs
Steps for budget: 6036
Relative phase error at that step count: 0.01000 rad
Norm change after two solver iterations: 8.90e-05
Residual after two solver iterations: 1.21e-03
Ion pull on lower level at closest approach: 5.0 eV
Reach of ion pull: 1.0 angstrom
Passage window: 2.0 fs
Phase given to lower level by ion: 2.138 rad
First-order estimate of that phase: 2.033 rad
Upper population after passage, reference: 9.8435e-05
Upper population after passage, midpoint: 8.9894e-05
State error ratio on halving step: 3.979
Squared-norm drift, midpoint matrix: 2.2e-15
Squared-norm deviation, two end matrices: 8.86e-03
Deep-hole width (rough input): 1 eV
Deep-hole lifetime: 0.66 fs
Hole survival over flight: 9.0e-08
Thermal level movement (rough input): 0.05 eV
Phase from thermal movement over flight: 0.81 rad
Ion energy loss rate (rough input): 30 eV/angstrom
Longer flight time from slowing: 1.5 percent
```
